# Time to Critical Surface Chromium under a Constant Evaporation Flux

## 1. Form of the answer

An alloy has uniform chromium concentration $c_0$, measured as mass per volume. From $t=0$ its surface loses chromium at a constant mass flux $J>0$. We want the time $t_*$ at which the surface concentration reaches a prescribed value $c_c$, with $0\le c_c<c_0$.

The alloy is semi-infinite, its diffusivity $D$ is constant, and recession of the surface is neglected for now. The diffusion problem is then linear and unchanged by adding a constant to the concentration, so only the drop $\Delta c=c_0-c_c$ can enter. Write $t_*=K D^\alpha J^\beta(\Delta c)^\gamma$, with $K$ a pure number. The units are length$^2$/time for $D$, mass/(length$^2$ time) for $J$ and mass/length$^3$ for $\Delta c$. Matching them gives

- mass: $\beta+\gamma=0$;
- length: $2\alpha-2\beta-3\gamma=0$;
- time: $-\alpha-\beta=1$.

The first relation turns the second into $2\alpha+\beta=0$. With the third this gives $\alpha=1$, $\beta=-2$, $\gamma=2$. Hence

$$t_*=K\,\frac{D(\Delta c)^2}{J^2}.$$

Doubling the evaporation flux divides the time by four. The diffusion problem must supply $K$.

## 2. The constant and the concentration profile

Let $x$ point from the surface into the alloy. Fick's law gives the flux in the $+x$ direction as $-Dc_x$, where subscripts denote derivatives. Chromium leaves in the $-x$ direction, so $-Dc_x=-J$ at the surface. The problem is

$$c_t=Dc_{xx},\qquad Dc_x(0,t)=J,\qquad c(x,0)=c_0,$$

with $c\to c_0$ at depth.

It is easier to solve first for $q=Dc_x$, the flux towards the surface. Differentiating the diffusion equation with respect to $x$ and multiplying by $D$ gives $q_t=Dq_{xx}$, with $q(0,t)=J$ and $q(x,0)=0$. These data contain no fixed length, so $q=Jg(\eta)$ with $\eta=x/(2\sqrt{Dt})$. Since $\eta_t=-\eta/(2t)$ and $\eta_x=1/(2\sqrt{Dt})$,

$$-\frac{\eta g'}{2t}=\frac{g''}{4t},\qquad g''=-2\eta g'.$$

Thus $g'=Ae^{-\eta^2}$. The conditions $g(0)=1$ and $g(\infty)=0$, with $\int_0^\infty e^{-s^2}ds=\sqrt\pi/2$, require $A=-2/\sqrt\pi$. Therefore

$$q=J\,\mathrm{erfc}\!\left(\frac{x}{2\sqrt{Dt}}\right).$$

The concentration follows by integrating $c_x=q/D$ from $x$ to great depth:

$$c_0-c(x,t)=\frac{2J\sqrt{Dt}}{D}\int_\eta^\infty\mathrm{erfc}(s)\,ds.$$

Integration by parts, with $d\,\mathrm{erfc}(s)/ds=-2e^{-s^2}/\sqrt\pi$, gives

$$\int_\eta^\infty\mathrm{erfc}(s)\,ds=\frac{e^{-\eta^2}}{\sqrt\pi}-\eta\,\mathrm{erfc}(\eta)\equiv\mathrm{ierfc}(\eta).$$

At the surface $\mathrm{ierfc}(0)=1/\sqrt\pi$, so

$$c_0-c(0,t)=2J\sqrt{\frac{t}{\pi D}}.$$

This drop grows steadily, so the critical value is crossed once. Setting the drop equal to $\Delta c$ and squaring gives

$$\boxed{t_*=\frac{\pi D(c_0-c_c)^2}{4J^2}}$$

and $K=\pi/4$. At $t_*/4$ the surface has already undergone half its permitted drop.

The stored depletion agrees with the loss: integrating $c_t=Dc_{xx}$ over depth gives $\frac{d}{dt}\int_0^\infty(c_0-c)\,dx=Dc_x(0,t)=J$.

## 3. Example

Take a ferritic stainless steel at 973 K in fast, very wet air, with these rough inputs:

- $D=10^{-12}$ cm²/s and $J=10^{-10}$ g/(cm² s);
- alloy density $\rho=7.7$ g/cm³;
- initial and critical chromium of 18 and 12 wt%.

The permitted drop is $\Delta c=7.7(0.18-0.12)=0.462$ g/cm³. Hence

$$t_*=\frac{\pi(10^{-12})(0.462)^2}{4(10^{-10})^2}\ \mathrm{s}=1.68\times10^7\ \mathrm{s},$$

or about 4660 h. The diffusion length $\sqrt{Dt_*}$ is 41 µm, and the evaporated chromium is $Jt_*=1.68\times10^{-3}$ g/cm². At one quarter of this time the surface contains 15 wt% chromium.

As a test, the diffusion equation was solved by finite volumes, with 800 cells spanning ten diffusion lengths. The crossing time agreed with the formula within the required 0.1%.

## 4. When recession is negligible

Suppose that the volume left by chromium closes up, the density stays constant and no solvent is lost. The surface then recedes at speed $v=J/\rho$. Let $x$ now be measured from the moving surface, and let $w$ and $u=1-w$ be the mass fractions of chromium and solvent. At constant density there is no net mass flow relative to the deep alloy, so one interdiffusion coefficient $D$ describes both components. Seen from the surface, the alloy approaches at speed $v$, and the solvent flux is $-\rho(Du_x+vu)$. Conservation and retention of solvent give

$$u_t=Du_{xx}+vu_x,\qquad Du_x+vu=0\quad(x=0).$$

In terms of chromium the surface condition reads $Dw_x=v(1-w)$. The advancing surface collects part of the evaporated chromium from the alloy it consumes, so diffusion has to supply only the fraction $1-w$ of $J$.

To solve this problem, define $U=\int_0^xu\,dx'$. Integrating the equation for $u$ from the surface to $x$, where the lower limit vanishes by the surface condition, gives

$$U_t=DU_{xx}+vU_x,\qquad U(0,t)=0,\qquad U(x,0)=u_0x,$$

with $u_0=1-w_0$. Set $U=e^{-vx/(2D)-v^2t/(4D)}\Phi$. The first-derivative terms cancel, as do the terms proportional to $\Phi$, leaving $\Phi_t=D\Phi_{xx}$, with $\Phi(0,t)=0$ and $\Phi(x,0)=u_0xe^{vx/(2D)}$.

An odd extension to negative $x$ keeps $\Phi(0,t)=0$. With the heat kernel $G(x)=e^{-x^2/(4Dt)}/\sqrt{4\pi Dt}$,

$$\Phi(x,t)=\int_0^\infty\Phi(y,0)[G(x-y)-G(x+y)]\,dy.$$

At $x=0$ the derivative of the bracket is $-2G'(y)=yG(y)/(Dt)$. Since $u(0,t)=U_x(0,t)$ and $\Phi(0,t)=0$, combining the exponentials gives

$$\frac{u(0,t)}{u_0}=\int_0^\infty\frac{y^2e^{-(y-vt)^2/(4Dt)}}{Dt\sqrt{4\pi Dt}}\,dy.$$

Put $T=v^2t/D$, $b=\sqrt T/2$ and $y=\sqrt{Dt}(\sqrt T+2s)$. The right side becomes

$$f(T)=\frac1{\sqrt\pi}\int_{-b}^{\infty}(T+4\sqrt T\,s+4s^2)e^{-s^2}ds.$$

The integrals of $e^{-s^2}$, $se^{-s^2}$ and $s^2e^{-s^2}$ over this range are, in order,

$$\frac{\sqrt\pi}{2}(1+\mathrm{erf}\,b),\quad \frac{e^{-b^2}}2,\quad \frac{\sqrt\pi}{4}(1+\mathrm{erf}\,b)-\frac{be^{-b^2}}2.$$

The terms in $e^{-b^2}$ add to $(2\sqrt T-2b)e^{-b^2}=\sqrt T\,e^{-T/4}$. Therefore

$$f(T)=\left(1+\frac T2\right)\left[1+\mathrm{erf}\!\left(\frac{\sqrt T}{2}\right)\right]+\sqrt{\frac T\pi}\,e^{-T/4}.$$

The corrected time is obtained from

$$f\!\left(\frac{v^2t}{D}\right)=\frac{1-w_c}{1-w_0}.$$

Differentiation gives $f'=\frac12[1+\mathrm{erf}(\sqrt T/2)]+e^{-T/4}/\sqrt{\pi T}>0$, so the root is unique and bracketing is safe.

For small $T$, $f=1+2\sqrt{T/\pi}+T/2+\cdots$. To leading order in a small drop,

$$2\sqrt{\frac T\pi}=\frac{w_0-w_c}{1-w_0},\qquad T=\frac{\pi(w_0-w_c)^2}{4(1-w_0)^2}.$$

The simple law gives $T_*=v^2t_*/D=\pi(w_0-w_c)^2/4$. The ratio of corrected to simple time thus tends to $1/(1-w_0)^2$. For any drop, both $T$ and $T_*$ are fixed by $w_0$ and $w_c$ alone. A different flux or diffusivity therefore leaves the relative recession error unchanged in this model.

For the example, $(1-w_c)/(1-w_0)=0.88/0.82=1.073$, and the root gives a time ratio of 1.41. The corrected time is $2.36\times10^7$ s, or about 6550 h. A finite-volume solution with recession gives the same ratio to the digits shown. The small-drop limit would be 1.49.

The surface recedes by 3.1 µm, much less than the diffusion length, yet the time changes by 41% relative to the simple law. The main reason is the surface condition: however short the recession, diffusion supplies only the fraction $1-w$ of $J$, here 0.82 to 0.88, and the time varies roughly as the inverse square of the diffusive flux. Keeping this condition but dropping the drift term $vu_x$ would lengthen the time by 33%; the drift accounts for the rest. The ratio of lengths, $vt_*/\sqrt{Dt_*}=\sqrt{T_*}=(\sqrt\pi/2)(w_0-w_c)$, vanishes with the drop, whereas the time ratio tends to $1/(1-w_0)^2$. A small ratio of these lengths is therefore not a sufficient criterion. The simple law requires $w_0\ll1$. For a fall from 1 to 0.5 wt% the correction is 1.6%.

## 5. Finite sheet thickness

Let a sheet of thickness $2L$ lose flux $J$ from both faces, again without recession. Place sinks of strength $2J$ at $x=2nL$ in an infinite medium, for every integer $n$. By symmetry each sink draws $J$ from either side, which reproduces the conditions at both faces. Adding the profiles of Section 2 gives the surface drop

$$2J\sqrt{\frac tD}\left[\frac1{\sqrt\pi}+2\sum_{n=1}^{\infty}\mathrm{ierfc}\!\left(\frac{nL}{\sqrt{Dt}}\right)\right].$$

For a 200 µm sheet, $L=100$ µm is 2.4 diffusion lengths. The critical time falls by 0.07% relative to the semi-infinite value.

In the opposite limit the whole sheet drains. After the initial transient every point falls at the rate $J/L$, so $Dc_{xx}=-J/L$. With $c_x(0)=J/D$ and $c_x(L)=0$,

$$c=c(0,t)+\frac JD\left(x-\frac{x^2}{2L}\right).$$

The mean over $0<x<L$ exceeds the surface value by $(J/D)(L/2-L/6)=JL/(3D)$. Mass balance makes the mean $c_0-Jt/L$. Hence

$$t_*\simeq\frac{L\Delta c}{J}-\frac{L^2}{3D}.$$

The slowest transient, $\cos(\pi x/L)$, decays as $e^{-\pi^2Dt/L^2}$, so this form requires that factor to be small at the resulting time. If the time is also much longer than $L^2/(3D)$, the first term dominates and the time varies nearly as $1/J$ instead of $1/J^2$.

## 6. Chromium used to build the scale

Under a chromia scale, the alloy loses chromium at the evaporation rate when the scale thickness $X$ is stationary. Let the scale grow as

$$\frac{dX}{dt}=\frac kX-k_s,\qquad k_s=\frac Ja,$$

where $a$ is the chromium mass per scale volume. The alloy supplies $ak/X=J+a\,dX/dt$. The limiting thickness is $X_\infty=k/k_s$, and the stored chromium is $M=aX_\infty$.

A surface flux $j$ acting during $dt'$ is the difference of two constant-flux solutions started $dt'$ apart. It contributes a drop $j\,dt'/\sqrt{\pi D(t-t')}$ at time $t$. This kernel also handles a prescribed varying flux.

At first $X\simeq\sqrt{2kt}$, and the extra demand is $a\sqrt{k/(2t)}$. Using $t'=t\sin^2\theta$, the extra drop is

$$\frac{a\sqrt{k/2}}{\sqrt{\pi D}}\int_0^t\frac{dt'}{\sqrt{t'(t-t')}}=a\sqrt{\frac{\pi k}{2D}}.$$

This is also an upper bound at later times. To see this, set $z=X/X_\infty$ and $\tau=k_s^2t/k$, so that $dz/d\tau=1/z-1$ and $\tau=-z-\ln(1-z)$. Then $2\tau=\sum_{n\ge2}2z^n/n$ is no larger than $\sum_{n\ge2}(n-1)z^n=z^2/(1-z)^2$. Hence $dz/d\tau\le1/\sqrt{2\tau}$, and the demand never exceeds its early form.

Long after the transient time $k/k_s^2$, the stored chromium acts as an initial pulse with drop $M/\sqrt{\pi Dt}$. The critical condition becomes

$$2Jt+M=\Delta c\sqrt{\pi Dt}.$$

Put $t=t_*(1+\epsilon)$ and use $\Delta c\sqrt{\pi Dt_*}=2Jt_*$. To first order, $2(1+\epsilon)+M/(Jt_*)=2+\epsilon$, so $\epsilon=-M/(Jt_*)$.

With rough values $k=2\times10^{-16}$ cm²/s, scale density 5.2 g/cm³ and chromium mass fraction 0.684, the limiting thickness is 71 nm. The extra drop is at most 0.82 wt%, within the permitted 6 wt%. The steady-flux drop must therefore supply at least 5.18 wt%, which excludes failure before $(5.18/6)^2t_*\simeq0.75t_*$. The transient time, $2.5\times10^5$ s, is much shorter, so the late form applies. With $M=2.53\times10^{-5}$ g/cm², scale building shortens the time by 1.5%.

## 7. Use for a real alloy

The chosen flux belongs to a severe wet-gas case; drier or slower gas generally gives a smaller flux. The 71 nm scale is thin for long service and follows from the high flux and the chosen $k$. If a scale ten times thicker formed early and then stayed stationary, the first-order reduction would be about 15% at the same $J$. Under the growth law of Section 6 such a scale needs a tenfold $k$, its transient time becomes $0.15t_*$, and the full time integral gives about 17%. Among the effects sized here, recession with retained solvent moves the result most: from 4660 to 6550 h. Much of this change would remain if the lost volume stayed open. With the solvent fixed in place, 12 wt% then corresponds to a chromium concentration of $7.7(0.82)(0.12/0.88)=0.861$ g/cm³, and the simple law with this critical value gives about 6010 h. Each correction was calculated with the others absent, so the percentages should not be treated as a complete lifetime budget.

Input uncertainty can be larger. A factor of two in $D$ changes either semi-infinite time by two, while a factor of two in $J$ changes it by four. Raising the critical level from 12 to 13 wt% multiplies the simple time by $(5/6)^2=0.69$.

Temperature acts through $D/J^2$. With rough activation energies of 240 kJ/mol for $D$ and 70 kJ/mol for $J$, a 10 K rise multiplies them by 1.35 and 1.09. At fixed composition limits the time increases by 13%, because faster resupply outweighs faster evaporation. This sign holds only while the activation energy of $D$ exceeds twice that of $J$; with 91 kJ/mol for $J$ the gain would be about 8%, and above 120 kJ/mol the time would fall. This is not a general benefit of heating: the critical composition and the scale's integrity may also change.

The model omits grain-boundary transport, composition-dependent diffusivity, spallation and outer oxide layers that alter the flux. The 12 wt% limit is prescribed, so $t_*$ is a composition-crossing time and becomes a lifetime only if that limit is justified for the alloy and gas concerned. The numerical output lists the effects of recession, sheet thickness, scale building and temperature separately.

## Computed results

```
Temperature: 973.15 K
Chromium diffusivity D: 1e-12 cm2/s
Evaporation flux J: 1e-10 g/(cm2 s)
Alloy density: 7.7 g/cm3
Initial chromium: 18 wt%
Critical chromium: 12 wt%
Initial concentration c0: 1.386 g/cm3
Critical concentration cc: 0.924 g/cm3
Concentration drop: 0.462 g/cm3
Critical time, simple law: 1.6764e+07 s
Critical time, simple law: 4656.6 h
Diffusion length sqrt(D t*): 40.944 um
Chromium lost by t*: 0.0016764 g/cm2
Surface chromium at t*/4: 15 wt%
Finite-volume time / simple time: 0.999999 (ratio)
Recession time / simple time: 1.4065 (ratio)
Finite-volume recession ratio: 1.4065 (ratio)
Small-drop recession limit: 1.4872 (ratio)
Recession ratio, 1 to 0.5 wt% Cr: 1.0163 (ratio)
Critical time with recession: 2.3579e+07 s
Critical time with recession: 6549.8 h
Recession depth at that time: 3.0622 um
Sheet thickness: 200 um
Time change, finite sheet: -0.07 %
Scale density: 5.2 g/cm3
Chromium mass fraction in scale: 0.68421 (fraction)
Scale growth constant k: 2e-16 cm2/s
Scale loss speed ks: 2.8107e-11 cm/s
Limiting scale thickness: 71.158 nm
Scale transient time k/ks^2: 2.5317e+05 s
Chromium stored in scale: 2.5317e-05 g/cm2
Initial scale-building drop: 0.81899 wt%
Time change, scale building: -1.52 %
Activation energy of D: 240 kJ/mol
Activation energy of J: 70 kJ/mol
D ratio for +10 K: 1.3522 (ratio)
J ratio for +10 K: 1.092 (ratio)
Time change for +10 K: 13.4 %
```
